# Exchange gap of a filling-one layer near a metal gate

An electron layer in a strong perpendicular magnetic field has just enough electrons to fill one spin branch of its lowest Landau level. Reversing one spin and taking the electron far from the hole it leaves can cost far more than the Zeeman energy, because the reversed electron loses its exchange energy. Now a metal gate is brought close. The charges induced on it weaken the repulsion between electrons, and the gap must shrink. By what factor?

## The model, and a pair of point charges

The layer has no thickness and lies a distance $d$ from a plane, grounded, ideally conducting gate. One permittivity $\varepsilon=\varepsilon_0\varepsilon_r$ fills the space above the gate, and the gate responds instantly. Let

$$l=\sqrt{\hbar/(eB)},\qquad U=\frac{e^2}{4\pi\varepsilon l},\qquad n=\frac{1}{2\pi l^2},$$

where $n$ is the density at filling one. In the derivation lengths are in $l$, wave numbers in $1/l$ and energies in $U$.

A charge at height $z$ is attracted by an image of opposite sign at distance $2z$, with force $1/(2z)^2$. Bringing it from infinity to $z=d$ gives the energy

$$-\int_d^\infty\frac{dz}{4z^2}=-\frac1{4d}.$$

A reversed spin leaves two charged objects in a neutral layer: an electron of the new spin and a hole in the old branch. If they are far apart and the gate is distant compared with their size, each gains $1/(4d)$. The gap should then fall by $1/(2d)$, a first limit for the full result.

Two different electrons at lateral separation $r$ interact directly and through an image. The image of one lies $2d$ below the other's plane, so

$$V(r)=\frac1r-\frac1{\sqrt{r^2+4d^2}}. \tag{1}$$

Each electron also has the energy $-1/(4d)$ in its own image. It is the same for every orbital and both spins, so a spin flip leaves it unchanged. The lowering expected above must therefore come out of exchange.

The Fourier transform of (1) follows from the boundary problem. Put the gate at $z=0$ and the layer at $z=d$. For lateral wave number $q$, a unit source gives

$$\phi''-q^2\phi=-4\pi\delta(z-d),\qquad \phi(0)=0.$$

Below the layer $\phi=A\sinh qz$; above it $\phi=A\sinh(qd)\,e^{-q(z-d)}$, which is continuous and decays. The slope jumps by $-4\pi$:

$$-qA\sinh qd-qA\cosh qd=-4\pi\quad\Rightarrow\quad A=\frac{4\pi}{q}e^{-qd}.$$

In the layer this gives

$$V(q)=A\sinh qd=\frac{2\pi}{q}f(q),\qquad f(q)=1-e^{-2qd}. \tag{2}$$

For $qd\gg1$ the bare $2\pi/q$ returns. For $qd\ll1$, $V(q)\to4\pi d$, independent of $q$: at long wavelengths the gate leaves a contact repulsion.

## What a spin flip costs

Take the fully polarized state with all lowest-level orbitals $\varphi_b$ filled by spin up. Define direct and exchange integrals

$$D_{ab}=\iint|\varphi_a(\mathbf r)|^2V(|\mathbf r-\mathbf r'|)|\varphi_b(\mathbf r')|^2\,d^2r\,d^2r',$$

$$X_{ab}=\iint\varphi_a^*(\mathbf r)\varphi_b(\mathbf r)V(|\mathbf r-\mathbf r'|)\varphi_b^*(\mathbf r')\varphi_a(\mathbf r')\,d^2r\,d^2r'.$$

Removing the up electron from orbital $m$ changes the energy by

$$-\sum_{b\ne m}(D_{mb}-X_{mb})=-\sum_bD_{mb}+\sum_bX_{mb},$$

where the terms $b=m$ could be restored because $D_{mm}=X_{mm}$. Adding a down electron in orbital $p$ gives no exchange, but a direct energy with all electrons except the missing one:

$$\sum_{b\ne m}D_{pb}=\sum_bD_{pb}-D_{pm}.$$

The filled level has uniform density, so $\sum_bD_{pb}=\sum_bD_{mb}$. (For the bare interaction these sums are taken together with the neutralizing background.) Hence

$$\delta E=\sum_bX_{mb}-D_{pm}. \tag{3}$$

The last term is the attraction between the added electron and the hole. It vanishes when they are far apart. The exchange gap $\Delta$ is the remaining sum. Zeeman energy is to be added separately.

## Summing exchange over the filled level

With $z=x+iy$ now denoting position in the layer, the orbitals in the symmetric gauge are

$$\varphi_m(z)=\frac{z^me^{-|z|^2/4}}{\sqrt{2\pi\,2^m\,m!}},\qquad m=0,1,2,\ldots$$

The sum over filled orbitals is an exponential series:

$$\rho(z,z')=\sum_m\varphi_m(z)\varphi_m^*(z')=\frac1{2\pi}\exp\!\left(-\frac{|z|^2+|z'|^2}{4}+\frac{zz'^*}{2}\right).$$

The exchange operator acts on an orbital as

$$(K\varphi)(z)=\int d^2z'\,V(|z-z'|)\,\rho(z,z')\,\varphi(z').$$

Its expectation value in $\varphi_m$ is $\sum_bX_{mb}$. We must find out whether it depends on $m$. Any lowest-level state has the form $\varphi(z)=g(z)e^{-|z|^2/4}$ with $g$ analytic. Set $z'=z+u$. The exponent in the integrand is

$$-\frac{|z|^2}{4}-\frac{|z|^2+zu^*+z^*u+|u|^2}{2}+\frac{|z|^2+zu^*}{2}
=-\frac{|z|^2}{4}-\frac{z^*u}{2}-\frac{|u|^2}{2}.$$

Therefore

$$(K\varphi)(z)=\frac{e^{-|z|^2/4}}{2\pi}\int d^2u\,V(|u|)e^{-|u|^2/2}\left[g(z+u)e^{-z^*u/2}\right].$$

At fixed $z$ the bracket is analytic in $u$. Its average over the direction of $u$ equals its value at $u=0$, which is $g(z)$. So $K\varphi=\Delta\varphi$ for every lowest-level orbital, with

$$\Delta=\int_0^\infty r\,V(r)\,e^{-r^2/2}\,dr. \tag{4}$$

The Gaussian has a direct meaning. Around each electron the density of the others is depleted by $|\rho|^2/n=n\,e^{-r^2/2}$. This exchange hole contains $n\int e^{-r^2/2}d^2r=1$ electron, and (4) is the repulsion saved by it.

Without a gate, $V=1/r$ and

$$\Delta_0=\int_0^\infty e^{-r^2/2}dr=\sqrt{\frac{\pi}{2}}.$$

## Adding the image

Inserting (1) into (4),

$$\Delta=\sqrt{\frac\pi2}-I,\qquad I=\int_0^\infty\frac{r\,e^{-r^2/2}}{\sqrt{r^2+4d^2}}\,dr.$$

Use the distance from an electron to an image as the variable: $s^2=r^2+4d^2$, so $s\,ds=r\,dr$, and $s$ starts at $2d$. Then, with $s=\sqrt2\,t$ in the last step,

$$I=e^{2d^2}\int_{2d}^\infty e^{-s^2/2}ds
=e^{2d^2}\sqrt2\int_{\sqrt2d}^\infty e^{-t^2}dt
=\sqrt{\frac\pi2}\,e^{2d^2}\operatorname{erfc}(\sqrt2d),$$

because $\operatorname{erfc}(y)=(2/\sqrt\pi)\int_y^\infty e^{-t^2}dt$. Restoring units,

$$\boxed{\frac{\Delta(d)}{\Delta_0}=1-e^{2d^2/l^2}\operatorname{erfc}\!\left(\frac{\sqrt2\,d}{l}\right),\qquad \Delta_0=\sqrt{\frac\pi2}\,U.} \tag{5}$$

This factor multiplies the ungated gap; the second term is the fraction removed. The factor 2 in the exponent comes from the image distance $2d$.

**Far gate.** For $d\gg1$ expand the inverse distance in $I$. With $\int_0^\infty re^{-r^2/2}dr=1$ and $\int_0^\infty r^3e^{-r^2/2}dr=2$,

$$I\simeq\frac1{2d}\int_0^\infty r e^{-r^2/2}\left(1-\frac{r^2}{8d^2}\right)dr=\frac1{2d}\left(1-\frac1{4d^2}\right). \tag{6}$$

The leading term is the lowering found for two separated point charges. In the exchange calculation it arises from the image of the unit-charge exchange hole.

**Near gate.** For small $y=\sqrt2d$, $e^{y^2}\operatorname{erfc}y\simeq1-2y/\sqrt\pi$, so

$$\frac{\Delta}{\Delta_0}\simeq\sqrt{\frac8\pi}\,\frac dl,\qquad \Delta\simeq2U\frac dl=\frac{e^2d}{\varepsilon}\,n.$$

This is the contact repulsion $e^2d/\varepsilon$ times the density met by the reversed electron. Electrons of equal spin avoid contact, so this energy was absent before the flip. The gap closes linearly as $d\to0$ in this ideal model.

Between the limits, the factor is 0.301, 0.477, 0.664, 0.811 and 0.902 at $d/l=0.25$, 0.5, 1, 2 and 4. It reaches one half at $d/l=0.544$. As a test of the exchange sum, explicit orbital integrals at $d/l=0.8$ gave $0.759274\,U$ for both $m=0$ and $m=3$, equal to the closed formula at the printed precision.

## Generalization to a pair at finite separation

Equation (3) used chosen orbitals. Is a flipped spin really an eigenstate, and does its energy approach $\Delta$? In the projected problem, where only lowest-level orbitals are retained, this can be answered exactly.

Write an electron's position as guiding centre $\mathbf R$ plus cyclotron displacement. Averaging $e^{i\mathbf q\cdot\mathbf r}$ over the lowest cyclotron state gives $e^{-q^2/4}e^{i\mathbf q\cdot\mathbf R}$. The guiding-centre components obey $[X_e,Y_e]=i\sigma$, with $\sigma=\pm1$ set by the field direction. For the hole the sign is opposite, since its orbitals are complex conjugates. Therefore

$$[X_e-X_h,\;Y_e-Y_h]=i\sigma-i\sigma=0.$$

Both components of the separation can be sharp at once. The attraction depends on this separation alone, and all one-flip states are electron-hole pair states, so states of definite separation are exact eigenstates of the projected problem. Moreover, $[X_e-X_h,Y_e]=[X_e-X_h,Y_h]=i\sigma$: the separation generates a common translation at right angles to itself. In our units its length therefore equals the wave number $k$ of the pair.

With the two averages $e^{-q^2/4}$ multiplied together, the attraction is

$$W(k)=\int\frac{d^2q}{(2\pi)^2}V(q)e^{-q^2/2}e^{i\mathbf q\cdot(\mathbf R_e-\mathbf R_h)}
=\int_0^\infty dq\,f(q)e^{-q^2/2}J_0(qk).$$

Here $\int_0^{2\pi}e^{iqk\cos\theta}d\theta=2\pi J_0(qk)$. In (4), the two-dimensional Gaussian $e^{-r^2/2}$ has transform $2\pi e^{-q^2/2}$, so $\Delta=W(0)$. Thus

$$E(k)=\int_0^\infty dq\,f(q)e^{-q^2/2}\,[1-J_0(qk)]. \tag{7}$$

At $k=0$ the energy is zero, as it must be when all spins are rotated together. For $k>0$ it is positive: $f>0$ and $J_0\le1$. At large $k$ the charge clouds look pointlike and

$$W(k)\simeq\frac1k-\frac1{\sqrt{k^2+4d^2}}\simeq\frac{2d^2}{k^3}\qquad(k\gg d,1).$$

Hence $E(k)\to\Delta$, faster than the $1/k$ approach without a gate. A small periodic layer provides a test of the many-electron statement. For four electrons in four orbitals at $d/l=0.8$, the 16 one-flip energies agree with the periodic version of (7), a sum over allowed $\mathbf q$, within $10^{-15}U$.

## A layer at 10 T with a gate at 20 nm

Take $B=10$ T, $\varepsilon_r=13$ and $d=20$ nm. The magnetic length is 8.113 nm and the density at filling one is $2.418\times10^{11}$ cm$^{-2}$. With $e^2/(4\pi\varepsilon_0)\simeq1440$ meV nm,

$$U\simeq\frac{1440}{13\times8.113}\text{ meV}=13.65\text{ meV}.$$

The argument of the complementary error function is $\sqrt2\times20/8.113=3.486$, and the fraction removed is 0.1559. Therefore

$$\Delta=17.11\times(1-0.1559)\text{ meV}=14.44\text{ meV},$$

corresponding to 168 K. The gate lowers the ideal gap by 2.67 meV. The point-charge estimate $Ul/(2d)$ gives 2.77 meV. The correction in (6), with $d/l=2.465$, reduces this by about 4%, to 2.66 meV, slightly below the full result.

## Leaving the ideal layer

The remaining parameters are an effective mass of $0.067m_e$, a $g$ factor of size 0.4, a well width of 10 nm and a temperature of 1 K. Unless a change is stated, the field and the distance from well centre to gate are kept fixed below.

**Thickness.** Let $P(z)$ be the normalized density across the well, with $z$ measured from its centre and positive away from the gate. Then $f(q)$ becomes

$$F(q)=\iint P(z)P(z')\left[e^{-q|z-z'|}-e^{-q(2d+z+z')}\right]dz\,dz'.$$

For a hard-wall well, $P\propto\cos^2(\pi z/w)$ with $w=10$ nm, the gated gap drops to 11.63 meV and the factor is 0.813. The ungated gap is then $11.63/0.813\simeq14.3$ meV, so the gate still removes about 2.7 meV. The factor has decreased because thickness weakens the direct repulsion while hardly changing the lowering by the gate. Hard walls are themselves an idealization: with walls 0.25 eV high the wave function spreads into the barriers, and the gated gap falls further, to about 10.9 meV, with a factor of about 0.80. The thickness estimates below keep the hard walls.

**Landau-level mixing.** The cyclotron energy is 17.28 meV, so $\lambda=U/(\hbar\omega_c)=0.79$ is not small. A static estimate lets the filled level polarize. With $x=q^2/2$, the squared amplitude for exciting an electron to level $j$ is $e^{-x}x^j/j!$. Second-order perturbation theory gives the density response

$$\chi(q)=\frac1{2\pi}\sum_{j\ge1}\frac{2}{j\hbar\omega_c}\frac{e^{-x}x^j}{j!}.$$

The screened interaction is $V/(1+V\chi)$, whose denominator is

$$1+\frac{2\lambda f(q)}q\,e^{-x}\sum_{j\ge1}\frac{x^j}{j\,j!}.$$

Using this in the exchange integral gives 10.54 meV and a factor of 0.828. Thickness and mixing together give 9.02 meV and 0.802. Relative to the ideal gated gap this is a fall of about 38%, whereas the factor changes by only 5%. In these estimates, and for these parameters, (5) is therefore much better as a ratio than as an absolute gap. The screening estimate omits dynamic response and vertex corrections, so 9.02 meV is not a prediction at the quoted precision.

**Spin textures.** A smooth texture of spin direction $\mathbf n$ costs $\tfrac12\rho_s\int|\nabla\mathbf n|^2d^2r$. For a spin wave of small transverse amplitude $a$, the energy per area is $\rho_sa^2k^2/2$ and the density of reversed spins is $na^2/4$. Their ratio is $4\pi\rho_sk^2$. The small-$k$ form of (7), with $1-J_0(qk)\simeq q^2k^2/4$, then gives

$$8\pi\rho_s=\frac12\int_0^\infty q^2f(q)e^{-q^2/2}dq.$$

A texture with polar angle $\theta=2\arctan(1/r)$ and one turn in azimuth has $|\theta'|=\sin\theta/r=2/(1+r^2)$. Its energy is

$$\frac{\rho_s}{2}\int_0^\infty\frac{8}{(1+r^2)^2}\,2\pi r\,dr=4\pi\rho_s,$$

independent of its overall size. A spin following this texture covers solid angle $4\pi$ and acquires phase $2\pi$, equivalent to one flux quantum and hence one electron charge at filling one. A large pair of opposite charge, a skyrmion and its antiparticle, thus costs $8\pi\rho_s$ at zero Zeeman energy: 8.46 meV here for the ideal layer. This is below the single-flip gap of 14.44 meV. Equation (5) is therefore the gap for one reversed spin, not in general the lowest energy for creating separated charges. With the Zeeman energy of 0.232 meV per reversed spin, large textures become expensive; the optimum finite texture has not been calculated here.

**Temperature and disorder.** Thermal spin waves reverse about $7\times10^{-4}$ spins per electron at 1 K. In mean field the exchange splitting follows the difference of spin populations, so it changes by about 0.15%. These figures use the spin-wave dispersion of the ideal layer and $|g|=0.4$, and they are sensitive to both. With $|g|=0.25$ the number of reversed spins is about $2\times10^{-3}$ (confinement makes $|g|$ in a narrow well smaller than in the bulk), and a softer dispersion raises it further. In these estimates the change in the splitting stays below about 1%. For disorder, the scattering time $\tau=m\mu/e$ follows from a mobility $\mu=10^6$ cm$^2$/Vs. Concentrating the states in a level of width $\Gamma$ enhances scattering by roughly $\hbar\omega_c/\Gamma$, hence $\Gamma^2\sim\hbar\omega_c\hbar/\tau$ and $\Gamma\sim0.55$ meV. Smooth disorder can give a larger width, because small-angle scattering affects mobility weakly.

**The gate and the dielectric.** The field of the layer charge, $en/\varepsilon$, is 0.034 MV/cm. Across the 15 nm between well edge and gate it lowers an assumed 0.25 eV barrier to 0.20 eV. The estimate $e^{-2\kappa b}$, using this lowest height throughout, gives a transmission of $2\times10^{-8}$. Multiplied by the rate of wall collisions, it gives a level width of about $3\times10^{-7}$ meV. The confinement energy of the electron, about 30 meV, is left out of this estimate; including it raises the transmission by a factor of a few. The width, of order $10^{-6}$ meV, remains negligible on the scale of the gap. It does, however, correspond to an escape time of order a microsecond. If a bias leaves the gate states at that energy empty, the leakage current is of order $0.03$–$0.1$ A/cm$^2$, which is not negligible for a device. Moving the effective metal plane 0.1 nm farther away raises the gap by 0.012 meV. Replacing $\varepsilon_r=13$ by 12 everywhere raises it to 15.65 meV. A dielectric boundary inside the structure would require a new solution of the Poisson problem.

These parameters are roughly those of electrons in a gallium arsenide quantum well. The mobility is an assumed input, not derived for a gate this close. At a gate distance of 100 nm, with the field unchanged, the leading term of (6) gives a lowering of 0.55 meV, about 3% of the ideal gap and comparable with the estimated disorder broadening. Among the corrections to the single-flip gap estimated here, the largest come from finite thickness and level mixing, which together move the gated gap from 14.4 to about 9 meV with hard walls, and to about 8.6 meV with walls 0.25 eV high. A measured activation energy can differ further because of spin textures and disorder. The thickness values in the numerical output are those for hard walls.

## Table of computed values

```
TESTS
Poisson grid, largest relative error: 5.7e-07
orbital exchange sum, d/l=0.8, m=0: 0.759274 U
orbital exchange sum, d/l=0.8, m=3: 0.759274 U
closed formula, d/l=0.8: 0.759274 U
real-space integral, largest error: 7.7e-16 U
torus one-flip spectrum, largest error: 9.4e-16 U
TABLE
d/l=0.25: factor 0.3008, gap 0.3769 U
d/l=0.50: factor 0.4768, gap 0.5976 U
d/l=1.00: factor 0.6638, gap 0.8319 U
d/l=2.00: factor 0.8112, gap 1.0167 U
d/l=4.00: factor 0.9018, gap 1.1302 U
factor is one half at d/l = 0.5438
EXAMPLE INPUTS
field 10 T, relative permittivity 13
mass 0.067 m_e, size of g 0.4, temperature 1 K
gate distance 20 nm, well width 10 nm
mobility 1.0e+06 cm2/Vs, barrier 0.25 eV
EXAMPLE RESULTS
magnetic length: 8.113 nm
density at filling one: 2.418e+11 cm^-2
d/l: 2.4652; sqrt(2) d/l: 3.4863
Coulomb energy U: 13.653 meV
removed fraction: 0.1559; reduction factor: 0.8441
gap without gate: 17.111 meV
gap with gate: 14.444 meV = 167.6 K
lowering by gate: 2.667 meV
far-gate estimate of lowering: 2.769 meV
NEGLECTED EFFECTS
cyclotron energy: 17.28 meV; U/cyclotron: 0.790
level mixing: gap 10.54 meV, factor 0.8278
well width: gap 11.63 meV, factor 0.8130
both together: gap 9.02 meV, factor 0.8020
large skyrmion pair, no Zeeman: 8.46 meV
Zeeman energy: 0.232 meV; thermal energy: 0.0862 meV
thermally reversed spins per electron: 7.24e-04
disorder broadening: 0.55 meV
field of the layer charge: 0.0337 MV/cm
lowest barrier: 0.200 eV; transmission: 1.9e-08
tunnelling width of level: 3.4e-07 meV
gap change for 0.1 nm larger d: 0.0124 meV
gap with permittivity 12: 15.65 meV
```
